\section*{Relativistic core potentials by spinor inversion and exchange-moment matching}

\section{What symmetry says about the tail}

A core potential is to replace the nucleus and core of an atom for its valence electrons. Take two filled valence pairs, $s_{1/2}^2$ and $p_{1/2}^2$, outside a closed core. If the valence functions are altered inside a radius $r_c$, what can change outside?

The pairs are spherical, so their direct repulsion outside $r_c$ depends on the inner region through its charge. Exchange between $s$ and $p$ involves the product of an even and an odd function. Monopole exchange vanishes by parity, and the angular functions, of orbital character $l=0$ and $l=1$, allow the dipole term and no higher one. Its radial kernel is $r_</r_>^2$. With $\phi_s,\phi_p$ the radial functions, the inner region enters through the length
\begin{equation}
M=\int_0^\infty r\,\phi_s\phi_p\,dr .
\end{equation}
If the alteration changes $M$ by $\Delta M$, the exchange term in the $s$ equation changes outside $r_c$ by $-a\,\Delta M\,\phi_p/r^2$, with $a$ a pure number. A local potential that compensates this must contain
\begin{equation}
\delta V_s(r)=a\,\frac{\Delta M}{r^2}\,\frac{\phi_p(r)}{\phi_s(r)} .
\label{tail}
\end{equation}
In Hartree atomic units, used throughout, $\Delta M/r^2$ is an energy, so the dimensions agree. The ratio $\phi_p/\phi_s$ grows with distance if $p$ is less tightly bound. Whether $\delta V_s$ vanishes at infinity is therefore a matter of calculation.

\section{Smoothing and inversion by hand}

Take one electron with $l=0$ and
\begin{equation}
P=r e^{-\lambda r},\qquad \varepsilon=-\lambda^2/2 .
\end{equation}
The radial equation $-\tfrac12P''+VP=\varepsilon P$ can be read backwards as $V=\varepsilon+P''/(2P)$. Since $P''/P=\lambda^2-2\lambda/r$, inversion returns $V=-\lambda/r$, the Coulomb potential that produced $P$.

Now keep $P$ for $r\ge r_c$ and replace it inside by
\begin{equation}
\phi=r\,e^{c-\beta r^2/2},
\end{equation}
which has no node for $r>0$. Equal logarithmic slopes at $r_c$ require $1/r_c-\beta r_c=1/r_c-\lambda$, so $\beta=\lambda/r_c$. Equal values require $c-\beta r_c^2/2=-\lambda r_c$, so $c=-\lambda r_c/2$. From $\phi'/\phi=1/r-\beta r$,
\begin{equation}
\frac{\phi''}{\phi}=\Big(\frac{\phi'}{\phi}\Big)'+\Big(\frac{\phi'}{\phi}\Big)^2
=-\frac1{r^2}-\beta+\frac1{r^2}-2\beta+\beta^2r^2 .
\end{equation}
The singular terms cancel, and inside
\begin{equation}
V=\varepsilon-\frac{3\lambda}{2r_c}+\frac{\lambda^2r^2}{2r_c^2}.
\end{equation}
The Coulomb singularity has gone, but two defects remain. At $r_c$ the inner value is $-3\lambda/(2r_c)$ and the outer one $-\lambda/r_c$, so $V$ jumps: a continuous potential needs a continuous second derivative of $\phi$, and a continuous slope of $V$ needs the third. Also,
\begin{equation}
\ln\frac{\phi}{P}=-\frac{\lambda r_c}{2}-\frac{\lambda r^2}{2r_c}+\lambda r
=-\frac{\lambda}{2r_c}(r_c-r)^2\le0 ,
\end{equation}
so charge has been lost inside, and in a many-electron atom the outer repulsion would be wrong. The remedy for both is more parameters in the exponent.

\section{From the Dirac spinor to a radial equation}

In a closed-shell Dirac--Fock atom each spinor has a large radial component $P$ and a small one $Q$, with $\int(P^2+Q^2)dr=1$. Energies are counted from the rest energy. Write $W=\varepsilon-V$, where $V$ stands for the whole mean field, its nonlocal exchange being understood as acting on the spinor. Then
\begin{equation}
c\Big(P'+\frac{\kappa}{r}P\Big)=(2c^2+W)Q,\qquad
c\Big(-Q'+\frac{\kappa}{r}Q\Big)=WP ,
\end{equation}
with $\kappa=-1$ for $s_{1/2}$ and $\kappa=1$ for $p_{1/2}$. Outside the core $|W|\ll2c^2$, and to leading order $Q=(P'+\kappa P/r)/(2c)$. Inserting this in the second equation, the terms $\mp\kappa P'/r$ cancel and
\begin{equation}
-\frac12P''+\frac{\kappa(\kappa+1)}{2r^2}P=WP .
\end{equation}
Because $\kappa(\kappa+1)=l(l+1)$ for the large component, this is the Schrödinger form. The relativity of the core is carried by the shape of $P$ and by $\varepsilon$.

A small remainder survives. At infinity, where $W=\varepsilon$, the two first-order equations give $P''=\lambda^2P$ with $\lambda^2=-2\varepsilon-\varepsilon^2/c^2$. Inversion of such a tail yields $\varepsilon+\lambda^2/2=-\varepsilon^2/(2c^2)$ instead of zero.

\section{The exchange weight}

The angular spinor of $p_{1/2}$ is $-(\boldsymbol\sigma\cdot\mathbf n)$ times that of $s_{1/2}$, with $\mathbf n$ the unit direction. The dipole part of $1/r_{12}$ carries $\mathbf n\cdot\mathbf n'=\sum_i n_in'_i$. Summing over both members of the filled $p$ pair turns the exchange into a matrix product, in which the two minus signs cancel:
\begin{equation}
\int\frac{d\Omega}{4\pi}\,n_i(\boldsymbol\sigma\cdot\mathbf n)=\frac{\sigma_i}{3},
\qquad
a=\sum_{i=1}^3\frac{\sigma_i}{3}\frac{\sigma_i}{3}=\frac13 .
\end{equation}
The same weight holds for $p$ in the field of the $s$ pair. Within a pair, $(\boldsymbol\sigma\cdot\mathbf n)^2=1$ makes the angular overlap constant, so exchange is monopole and cancels one of the two direct terms.

\section{Unscreening}

Define the direct potentials $J_v(r)=\int\phi_v(r')^2/r_>\,dr'$ and the exchange integral $X(r)=\int(r_</r_>^2)\phi_s\phi_p\,dr'$. The pseudospinor $\phi_s$ is required to satisfy
\begin{equation}
-\tfrac12\phi_s''+(V_s+J_s+2J_p)\phi_s-aX\phi_p=\varepsilon_s\phi_s .
\end{equation}
Division by $\phi_s$, which has no nodes, and the same step for $p$, with its centrifugal term, give
\begin{align}
V_s&=\varepsilon_s+\frac{\phi_s''}{2\phi_s}-J_s-2J_p+aX\frac{\phi_p}{\phi_s},\\
V_p&=\varepsilon_p+\frac{\phi_p''}{2\phi_p}-\frac1{r^2}-2J_s-J_p+aX\frac{\phi_s}{\phi_p}.
\end{align}
Near the origin $X\sim r$, $\phi_s\sim r$ and $\phi_p\sim r^2$, so both exchange terms stay finite.

There is a second way to read these potentials outside $r_c$. There $\phi_v=P_v$, and the all-electron equation contains the same kinetic term. Subtracting the two equations leaves, up to the relativistic terms above,
\begin{equation}
V_v=V_{\rm nuc}+J_{\rm core}-\frac{(K_{\rm core}P_v)}{P_v},
\label{corefield}
\end{equation}
provided the valence direct and exchange fields agree. The first needs the correct charge, the second the correct moment.

\section{Where the exchange tail goes}

Let $\varepsilon_s<\varepsilon_p<0$ and $\Delta=\varepsilon_p-\varepsilon_s$. Lead has four valence electrons, so at large $r$ each sees $-4/r+3/r=-1/r$. The exchange drive of $p$ by the much smaller $\phi_s$ is dropped at this order:
\begin{align}
-\tfrac12\phi_p''+\Big(\frac1{r^2}-\frac1r-\varepsilon_p\Big)\phi_p&=0,\\
-\tfrac12\phi_s''-\Big(\frac1r+\varepsilon_s\Big)\phi_s&=\frac{aM}{r^2}\phi_p .
\end{align}
Set $\phi_s=g\phi_p$, so that $\phi_s''=g''\phi_p+2g'\phi_p'+g\phi_p''$. The first equation replaces $-\phi_p''/(2\phi_p)$ by $\varepsilon_p+1/r-1/r^2$, and the Coulomb terms cancel:
\begin{equation}
-\tfrac12g''-\frac{\phi_p'}{\phi_p}g'+\Big(\Delta-\frac1{r^2}\Big)g=\frac{aM}{r^2}.
\label{ratio}
\end{equation}
Try $g=C/r^2+D/r^3+\dots$ with $\phi_p'/\phi_p\to-\lambda_p$ and $\lambda_p=\sqrt{-2\varepsilon_p}$. Order $r^{-2}$ gives $\Delta C=aM$. At order $r^{-3}$ the slope term contributes $-2\lambda_pC$, so $D=2\lambda_pC/\Delta$. Hence
\begin{equation}
\frac{\phi_s}{\phi_p}=\frac{aM}{\Delta\,r^2}\Big(1+\frac{2\lambda_p}{\Delta\,r}+\dots\Big).
\label{g}
\end{equation}
The freely decaying part of $\phi_s$ adds a term falling roughly as $e^{-(\lambda_s-\lambda_p)r}$, with $\lambda_s=\sqrt{-2\varepsilon_s}$. Far out, the deeper $s$ function thus follows the decay of $p$, reduced by $r^{-2}$.

Outside $r_c$ the functions are the all-electron ones, so $M$ in (\ref{g}) is the all-electron moment
\begin{equation}
M_{\rm AE}=\int r(P_sP_p+Q_sQ_p)\,dr .
\end{equation}
Inserting (\ref{g}) in (\ref{tail}), both $a$ and $r^2$ cancel:
\begin{equation}
\boxed{\;\delta V_s(\infty)=(\varepsilon_p-\varepsilon_s)\,\frac{\Delta M}{M_{\rm AE}}\;}
\label{offset}
\end{equation}
For $p$ the ratio is inverted, and $\delta V_p\to a^2M_{\rm AE}\Delta M/(\Delta\,r^4)$, which does vanish.

The offset is proportional to $\Delta$, but closeness of the levels does not make the limit easy to see: (\ref{g}) needs $r\gg2\lambda_p/\Delta$, a distance that grows as $\Delta$ shrinks. If $M_{\rm AE}=0$, the leading term of $g$ disappears and (\ref{offset}) does not apply.

In a solid an offset that is not cut off is serious, because $V_s$ acts on the $s$ component about its own site. A packet of width $b$ at distance $R$ covers a solid angle of order $b^2/R^2$, and its $s$ fraction is also of order $b^2/R^2$. The number of sites between $R$ and $R+dR$ grows as $R^2dR$. With a constant potential each shell then contributes equally, and the sum grows linearly with the size of the crystal.

\section{Pseudospinors with the right charge and moment}

With $x=r/r_c$, take for $r<r_c$
\begin{equation}
\phi=r^{l+1}e^{p},\qquad
p=h(x^2)+(1-x^2)^4(d+t\,x^2).
\end{equation}
The four coefficients of the cubic $h$ match $P$ and its first three derivatives. The second term and its first three derivatives vanish at $x=1$, so $d$ and $t$ leave the matching intact. As in the hand calculation,
\begin{equation}
\frac{\phi''}{\phi}=\frac{l(l+1)}{r^2}+\frac{2(l+1)}{r}p'+p''+p'^2 ,
\end{equation}
with primes denoting $d/dr$. The first term cancels the centrifugal one, and since $p$ is even in $r$ the rest is finite at the origin.

For given $t$, $d$ is fixed by $\int\phi^2dr=1$. The solution is unique, since $\partial_d\int\phi^2dr=2\int_0^{r_c}\phi^2(1-x^2)^4dr>0$. The pseudospinor thereby absorbs the norm of the small component. One value of $t$, common to both channels, is then found from $M(t)=M_{\rm AE}$. A root is not guaranteed for every atom and radius; if none exists, $r_c$ or the form of $p$ must change.

\section{Lead, with numbers}

The reference is neutral Pb in the single configuration $6s^2\,6p_{1/2}^2$, with the Dirac--Coulomb Hamiltonian and a uniformly charged nucleus of radius 7.0 fm. A radius of 7.1 fm raises $\varepsilon_s$ by $1.2\times10^{-5}$ hartree and $M_{\rm AE}$ by $3\times10^{-5}$ bohr, and leaves $\Delta M$ unchanged to the digits given below. Breit interaction, radiative corrections and correlation are left out, and $5d$ belongs to the core. The last nodes lie at 1.03 bohr ($6s$) and 1.12 bohr ($6p_{1/2}$), so $r_c=2.4$ bohr is outside both.

The energies are $\varepsilon_s=-0.54729$ and $\varepsilon_p=-0.25380$ hartree, so $\Delta=0.29349$ hartree. With $t=0$, where the norm is conserved but the moment is free, $M=2.56486$ bohr against $M_{\rm AE}=2.54344$ bohr. This error of 0.8\% of $M_{\rm AE}$ gives
\begin{equation}
\delta V_s(\infty)=0.29349\times\frac{0.02142}{2.54344}
=2.47\times10^{-3}\ \text{hartree}.
\end{equation}
Numerical solution of (\ref{ratio}) gives 1.47, 2.35 and 2.46 millihartree at 20, 100 and 1000 bohr. At 100 and 1000 bohr the slow approach is mainly the correction in (\ref{g}): $\lambda_p=0.712$ bohr$^{-1}$ makes $2\lambda_p/\Delta=4.9$ bohr, hence a reduction of about 0.5\% at 1000 bohr. At 20 bohr this term alone would give about 2.0 millihartree, so the two-term form is not yet adequate there.

At 18 bohr the limit is still distant. The leading term of (\ref{g}) is $2.89/18^2=0.0089$, while the self-consistent pseudo-atom has $\phi_s/\phi_p=0.0169$. Equation (\ref{ratio}), started from the pseudo-atom's ratio at 10 bohr, gives 0.0170.

The moment is matched at $t=-5.09$. The table shows $V_s+4/r$ in millihartree, with (\ref{corefield}) evaluated from the core orbitals in the last column.
\begin{center}
\begin{tabular}{rrrr}
$r$ (bohr) & norm alone & matched & core field\\
4.02 & $-4.65$ & $-5.33$ & $-5.32$\\
6.04 & $-0.03$ & $-0.61$ & $-0.60$\\
7.00 & $0.29$ & $-0.29$ & $-0.28$\\
9.03 & $0.53$ & $-0.09$ & $-0.08$
\end{tabular}
\end{center}
Over the distances shown, the matched potential follows the core field and shrinks in magnitude, while the other changes sign and rises. Between 4 and 7 bohr the difference from the core field is at most about 0.01 millihartree for $V_s$ and 0.003 for $V_p$. The first two columns come from $P''/P$ and move by up to 0.007 millihartree when the radial mesh and basis are changed, so their last digit is uncertain, and so is the size of the $V_s$ difference (0.006 to 0.013 millihartree).

The small matched remainder is cut off. With $u=(r-R_1)/(R_2-R_1)$ clipped to $[0,1]$, $V+4/r$ is multiplied by $1-u^3(10-15u+6u^2)$, where $R_1=7$ and $R_2=10$ bohr. This also removes the relativistic constant, $-1.7$ microhartree in the $p$ channel.

Solved self-consistently from unrelated starting functions, the pseudo-atom returns both eigenvalues within 0.5 microhartree. The norm-conserving potentials, cut in the same way, do slightly better, within 0.24 microhartree. Before the cut, both sets reproduce the reference eigenvalues by construction, and the cut acts where the isolated atom has little density; its eigenvalues are no measure of what matching achieves.

The matched potential has structure inside. $V_s$ is $-4.74$ hartree near the origin, $-1.23$ at 1.0 bohr and $-2.52$ at 2.04 bohr, so a barrier separates two wells. Such structure may call for a larger basis in a solid. The values do not show how much of it comes from $t$ and how much from the choice of $r_c$.

The ion Pb$^{2+}$, with $6p$ empty, tests transfer to another state. The double ionization energy is 0.7690 hartree (20.93 eV) in the all-electron calculation and 0.7733 hartree (21.04 eV) with the matched potentials, an error of 0.6\% of the all-electron value. Norm conservation alone gives 0.7757 hartree. For the $6s$ energy of the ion the order is reversed: $-1.1088$ hartree all-electron, $-1.1202$ matched, $-1.1178$ norm alone. Moment matching removes the offset, but these numbers do not show that it improves transfer: the core relaxes in the all-electron ion and cannot in the pseudo-ion, and errors of opposite sign may cancel. The errors, thousands of times larger than the eigenvalue errors of the neutral pseudo-atom, also contain the altered valence shape and the core exchange, which was made local for the neutral atom. These sources are not separated here.

\section{The method in general}

For a closed-shell reference atom with $Z_v$ valence electrons:
\begin{enumerate}
\item Solve the Dirac--Fock equations on a mesh that resolves the inner oscillations of the spinors and also gives accurate derivatives from $r_c$ outward, where matching and inversion use them.
\item Choose $r_c$ outside the last nodes. Build nodeless pseudospinors matching $P$ and three derivatives, with unit norm.
\item For each pair $v,v'$, including $v=v'$ when $j\ge3/2$ (exchange within such a shell has even $k\ge2$), and each allowed multipole $k\ge1$, match
\begin{equation}
M^{(k)}_{vv'}=\int r^k\phi_v\phi_{v'}dr
\quad\text{to}\quad
\int r^k(P_vP_{v'}+Q_vQ_{v'})dr ,
\end{equation}
with one free shape parameter per condition.
\item Invert and unscreen each $(l,j)$ channel, and compare the result outside $r_c$ with (\ref{corefield}).
\item Switch the remainder smoothly to $-Z_v/r$, and solve the pseudo-atom again.
\end{enumerate}

An unmatched moment adds $a_k\Delta M^{(k)}r^{-k-1}\phi_{v'}/\phi_v$ to $V_v$. Suppose $v'$ is the most weakly bound spinor and $k$ the lowest multipole coupling it to $v$ with a nonzero moment. Repeating the steps to (\ref{g}) gives $\phi_v/\phi_{v'}\to a_kM^{(k)}/[(\varepsilon_{v'}-\varepsilon_v)r^{k+1}]$, and again a constant, $(\varepsilon_{v'}-\varepsilon_v)\Delta M^{(k)}/M^{(k)}$.

The inversion starts from an occupied spinor, so in this scheme a channel is made only if the reference state occupies it. The $p_{3/2}$ potential, and with it the spin--orbit splitting of the $p$ shell, therefore needs a second reference configuration, for which the exchange weights must be worked out anew. The numerical output follows.

\section*{Numbers as computed}
\begin{verbatim}
nuclear radius 1.3228e-04 bohr; r_c 2.4 bohr; tail switch 7.0 to 10.0 bohr
Dirac-Fock total energy of Pb: -20913.8821 hartree
6s1/2: energy -0.54729 hartree, last node 1.027 bohr, maximum 2.022 bohr
6s1/2: small-component norm 8.994e-05, norm inside r_c 0.5551
6p1/2: energy -0.25380 hartree, last node 1.118 bohr, maximum 2.485 bohr
6p1/2: small-component norm 4.966e-05, norm inside r_c 0.3027
exchange weight a: 0.333333
moment M all-electron: 2.54344 bohr
moment M, norm conservation only: 2.56486 bohr, error 0.02142 bohr
shape parameter t for matched moment: -5.0927
predicted offset of V_s at infinity: 2.4721 millihartree
offset from ratio equation at 20 bohr: 1.4676 millihartree
offset from ratio equation at 100 bohr: 2.3476 millihartree
offset from ratio equation at 1000 bohr: 2.4600 millihartree
phi_s/phi_p at 18 bohr: ratio equation 0.01695, pseudo-atom 0.01692
relativistic constant in V_p: -1.715 microhartree
matched potentials in hartree: r (bohr), V_s, V_p, -4/r
  0.0246  -4.7444  -9.4603  -162.6325
  0.5420  -2.9339  -5.8878  -7.3800
  1.0014  -1.2270  -2.1805  -3.9946
  1.5048  -1.4191  -1.2642  -2.6582
  2.0420  -2.5237  -2.2926  -1.9589
  2.5712  -1.6116  -1.6051  -1.5557
  3.5113  -1.1501  -1.1477  -1.1392
  5.0313  -0.7966  -0.7960  -0.7950
V_s + 4/r in millihartree: r (bohr), norm only, matched, core field
  4.0179  -4.6462  -5.3287  -5.3217
  5.0313  -1.0046  -1.6063  -1.5993
  6.0446  -0.0338  -0.6060  -0.5985
  7.0015  0.2850  -0.2867  -0.2757
  9.0282  0.5307  -0.0945  -0.0801
largest difference from core field, 4 to 7 bohr: V_s 0.0130, V_p 0.0034 millihartree
Pb eigenvalue errors, matched: 6s 0.50, 6p 0.34 microhartree
Pb eigenvalue errors, norm only: 6s 0.24, 6p 0.13 microhartree
largest pseudospinor deviation after self-consistency: 6.10e-06 bohr^-1/2
Pb2+ 6s energy: all-electron -1.10884, matched -1.12019, norm only -1.11776 hartree
double ionization energy: all-electron 0.76900, matched 0.77331, norm only 0.77565 hartree
double ionization energy: all-electron 20.926, matched 21.043 eV
\end{verbatim}
